# Heavy-hole masses of silicon from the Luttinger parameters

## Question

The top of the valence band of unstrained bulk silicon is a fourfold level at wave vector zero. Its four states transform under rotations like the states of an angular momentum $J=3/2$. Near this point the hole energies are the eigenvalues of the Luttinger Hamiltonian

$$
H=\frac12\Big[\big(g_1+\tfrac52 g_2\big)k^2-2g_2\sum_i k_i^2J_i^2-4g_3\sum_{i<j}k_ik_j\{J_i,J_j\}\Big],
\qquad (1)
$$

where $i,j$ run over the cubic axes $x,y,z$ and $\{A,B\}=(AB+BA)/2$. Take $g_1=4.285$, $g_2=0.339$ and $g_3=1.446$ as given.

Hartree atomic units are used, so $\hbar$ and the free-electron mass $m_e$ equal 1, and the $J_i$ are dimensionless. The hole energy $E$ is counted positive downward from the band top. The mass along a fixed ray is defined by $E=k^2/(2m)$.

**(a)** Explain why symmetry leaves three constants in $H$ at second order in $k$.

**(b)** Find the two masses along [100].

**(c)** Find the two masses along [111].

**(d)** Evaluate the heavy-hole masses. Decide whether the rounding of the parameters affects their second digit. Find the heavy-hole energies at $k=0.02$ inverse bohr.

**(e)** Find the heavy-hole mass along an arbitrary ray, and the rays on which it is smallest and largest.

**(f)** Equation (1) omits the split-off level, which lies an energy $\Delta$ below the band top. Determine what this level does to the masses found in (b) and (c), and comment on [110].

## Model answers

### (a) Three constants

Silicon has inversion symmetry, and the four states at the band top share one parity. Hence $H(\mathbf k)=H(-\mathbf k)$, and terms linear in $k$ are absent. The leading terms are products $k_ik_j$ multiplied by Hermitian $4\times4$ matrices.

There are sixteen independent matrices of this kind. They can be built from products of zero, one, two or three components of $\mathbf J$, grouped into sets of 1, 3, 5 and 7 matrices that rotate among themselves. Time reversal changes the sign of $\mathbf k$ and of $\mathbf J$. The product $k_ik_j$ is unchanged, so its partner matrix must also be unchanged. This leaves the sets with an even number of factors: the unit matrix and the five quadrupole matrices.

Under the cubic rotations the five quadrupole matrices split into a pair and a triplet:

$$
\{J_x^2-J_y^2,\;3J_z^2-J^2\},\qquad
\{\{J_y,J_z\},\{J_z,J_x\},\{J_x,J_y\}\}.
$$

The six products $k_ik_j$ split in the same way, into $k^2$, the pair $(k_x^2-k_y^2,\,3k_z^2-k^2)$ and the triplet $(k_yk_z,k_zk_x,k_xk_y)$. An invariant arises when a set is combined with the matching set, and each match gives one invariant. There are three matches, hence three constants. A numerical count of the invariants also gives 3. It gives 4 if time reversal is not imposed, so that symmetry is needed in the argument.

Equation (1) is one way of writing the three invariants. The term $\frac52g_2k^2$ makes $g_1$ the average inverse mass. Indeed, $J_i^2$ has eigenvalues $\frac94,\frac14,\frac14,\frac94$ with average $\frac54$, so the second term in the bracket averages to $-2g_2\cdot\frac54k^2=-\frac52g_2k^2$. The matrices $\{J_i,J_j\}$ with $i\ne j$ average to zero.

### (b) The [100] ray

Here $k_x=k$ and $k_y=k_z=0$. All products $k_ik_j$ with $i\neq j$ vanish, and

$$
H=\frac{k^2}{2}\Big[g_1+\tfrac52g_2-2g_2J_x^2\Big].
$$

The states with definite $J_x$ are therefore eigenstates. For $J_x=\pm\frac32$, $J_x^2=\frac94$ and the bracket is

$$
g_1+\tfrac52g_2-\tfrac92g_2=g_1-2g_2 .
$$

For $J_x=\pm\frac12$, $J_x^2=\frac14$ and it is

$$
g_1+\tfrac52g_2-\tfrac12g_2=g_1+2g_2 .
$$

Since $E=k^2/(2m)$, the bracket is the inverse mass. With $g_2>0$ the smaller bracket belongs to the heavy hole:

$$
m_h[100]=\frac1{g_1-2g_2},\qquad m_l[100]=\frac1{g_1+2g_2}. \qquad (2)
$$

### (c) The [111] ray

Now $k_x=k_y=k_z=k/\sqrt3$, so $k_i^2=k_ik_j=k^2/3$. The second term in the bracket of (1) contains

$$
\sum_iJ_i^2=J(J+1)=\tfrac{15}{4},
$$

and equals $-2g_2\cdot\frac{k^2}{3}\cdot\frac{15}{4}=-\frac52g_2k^2$. It cancels the $g_2$ part of the first term, so $g_2$ has no influence on this ray.

For the third term, let $J_n=(J_x+J_y+J_z)/\sqrt3$ be the component of $\mathbf J$ along the ray. Squaring, and keeping the order of the factors, gives

$$
3J_n^2=\sum_iJ_i^2+\sum_{i<j}(J_iJ_j+J_jJ_i)
=\tfrac{15}{4}+2\sum_{i<j}\{J_i,J_j\}.
$$

Therefore $\sum_{i<j}\{J_i,J_j\}=\frac12(3J_n^2-\frac{15}{4})$, and the third term is

$$
-4g_3\,\frac{k^2}{3}\cdot\frac12\Big(3J_n^2-\frac{15}{4}\Big)
=k^2\Big(-2g_3J_n^2+\tfrac52g_3\Big).
$$

The Hamiltonian has the same form as in (b), with $g_3$ in place of $g_2$:

$$
H=\frac{k^2}{2}\Big[g_1+\tfrac52g_3-2g_3J_n^2\Big].
$$

The component $J_n$ has the same eigenvalues as $J_x$. With $g_3>0$ this gives

$$
m_h[111]=\frac1{g_1-2g_3},\qquad m_l[111]=\frac1{g_1+2g_3}. \qquad (3)
$$

On both rays the heavy hole has projection $\pm\frac32$ along its direction of motion.

### (d) Numbers

For the heavy hole along [100],

$$
\frac1{m_h}=4.285-2(0.339)=3.607,\qquad m_h[100]=0.277\,m_e=2.525\times10^{-31}\ \text{kg}.
$$

Along [111],

$$
\frac1{m_h}=4.285-2(1.446)=1.393,\qquad m_h[111]=0.718\,m_e=6.539\times10^{-31}\ \text{kg}.
$$

To two digits the masses are 0.28 and 0.72. Their ratio is 2.59. The [111] mass is large because $2g_3$ cancels about two thirds of $g_1$, while $2g_2$ cancels less than a fifth.

Each parameter may be off by 0.0005 through rounding. In the worst case the errors add, and the inverse mass shifts by $0.0005+2(0.0005)=0.0015$. The masses then lie between 0.2771 and 0.2774 along [100], and between 0.7171 and 0.7186 along [111]. The second digit is safe in both cases. The interval is wider along [111] because a small shift $\delta$ of the inverse mass changes $m$ by about $m^2\delta$ in magnitude. These intervals describe rounding alone. They do not measure how well the parameters describe silicon.

At $k=0.02$ the factor $k^2/2$ is $2\times10^{-4}$, so

$$
E_h[100]=2\times10^{-4}\times3.607=7.214\times10^{-4}\ \text{hartree},
$$
$$
E_h[111]=2\times10^{-4}\times1.393=2.786\times10^{-4}\ \text{hartree}.
$$

At equal wave vector the hole along [111] has the lower energy. At equal energy it has the larger wave vector, by the square root of the mass ratio. The constant-energy surface of the heavy hole therefore reaches further out along [111] than along [100].

### (e) An arbitrary ray

Write $H=\frac12(g_1k^2+Q)$. Using the average $\frac54$ from (a),

$$
Q=-2g_2\sum_ik_i^2X_i-4g_3\sum_{i<j}k_ik_j\{J_i,J_j\},\qquad X_i=J_i^2-\tfrac54 .
$$

The matrix $Q$ has zero trace. It is even in $\mathbf J$, so it commutes with the time-reversal operation acting on the four states at fixed numbers $k_i$. For half-integer angular momentum this operation squares to $-1$, which makes every eigenvalue doubly degenerate. The eigenvalues of $Q$ are thus $\lambda,\lambda,-\lambda,-\lambda$, and $\lambda^2=\frac14\operatorname{Tr}Q^2$.

The required traces are found as follows.

- $X_i$ has eigenvalues $\pm1$, so $\operatorname{Tr}X_i^2=4$.
- $X_x+X_y+X_z=\frac{15}{4}-\frac{15}{4}=0$. Multiplying by $X_x$ and taking the trace gives $4+2\operatorname{Tr}X_xX_y=0$, because the two mixed traces are equal by symmetry. Hence $\operatorname{Tr}X_iX_j=-2$ for $i\ne j$.
- With $J_\pm'=(J_x\pm J_y)/\sqrt2$, one has $\{J_x,J_y\}=\frac12(J_+'^2-J_-'^2)$. These are components along two perpendicular axes, so the previous results apply and the trace of the square is $\frac14(4+4+4)=3$.
- The remaining mixed traces vanish. For each of them, a half-turn about a cubic axis reverses the sign of the product but cannot change its trace.

Let $S=k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2$. Then

$$
\operatorname{Tr}Q^2=4g_2^2\Big(4\sum_ik_i^4-4S\Big)+16g_3^2\cdot3S .
$$

Since $k^4=\sum_ik_i^4+2S$, the sum $\sum_ik_i^4-S$ equals $k^4-3S$. Dividing by 4 gives

$$
\lambda^2=4g_2^2k^4+12(g_3^2-g_2^2)S .
$$

The heavy hole takes the lower sign. With $s=S/k^4$, which depends on direction alone,

$$
\frac1{m_h}=g_1-\sqrt{4g_2^2+12(g_3^2-g_2^2)s}. \qquad (4)
$$

The smallest $s$ is 0, reached on the cubic axes. The largest follows from $\sum_ik_i^4\ge S$, which holds because the difference is half the sum of the squares $(k_i^2-k_j^2)^2$. Then $k^4\ge3S$ and $s\le\frac13$, with equality when the three $k_i^2$ are equal. At these two ends (4) returns the heavy masses in (2) and (3).

For silicon $g_3>g_2$, so the mass grows with $s$. In this four-band model [100] and its equivalents have the smallest heavy-hole mass, and [111] and its equivalents the largest. A scan of 4000 directions gives masses from 0.2773 to 0.7175, inside these limits.

Along [110], $k_x^2=k_y^2=k^2/2$ and $s=\frac14$. Equation (4) becomes

$$
\frac1{m_h[110]}=g_1-\sqrt{g_2^2+3g_3^2},
$$

which gives $m_h[110]=0.569$. If $g_2$ and $g_3$ were equal, $s$ would drop out of (4) and the mass would be the same in every direction. The anisotropy in (4) thus comes from the term proportional to $g_3^2-g_2^2$.

A single number cannot replace (4) in all uses. The masses 0.28 and 0.72 relate energy to wave vector along two rays. They are not density-of-states masses, which require an average over directions.

### (f) The split-off level

**The model.** The quartet and the split-off pair can be built from three $p$-like orbitals and a spin. Let the hole kinetic matrix in the orbital basis have diagonal entries $Ak_i^2+B(k^2-k_i^2)$ and off-diagonal entries $Ck_ik_j$. Spin-orbit coupling puts the $J=\frac32$ states at hole energy 0 and the $J=\frac12$ states at $\Delta$.

Along [100] the kinetic matrix is diagonal, with the value $K_l=Ak^2$ for the orbital pointing along the ray and $K_t=Bk^2$ for the two transverse ones. Along [111] all diagonal entries are $(A+2B)k^2/3$ and all others $Ck^2/3$. The ray vector $(1,1,1)$ then has the value $K_l=(A+2B+2C)k^2/3$, and any vector perpendicular to it has $K_t=(A+2B-C)k^2/3$.

**The heavy hole.** On both rays the two transverse values are equal, so the orbital and spin projections on the ray are separately conserved by the kinetic energy. Spin-orbit coupling conserves their sum. The state with total projection $\frac32$ has orbital projection 1 and spin up. It is the one state with that projection, and the $J=\frac12$ level has no such state to mix with it. The same holds for $-\frac32$. The heavy-hole energy is therefore $K_t$, independent of $\Delta$.

**The light hole.** Lowering the projection from $\frac32$ to $\frac12$ gives

$$
|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}\,|0,\uparrow\rangle+\sqrt{\tfrac13}\,|1,\downarrow\rangle,
\qquad
|\tfrac12,\tfrac12\rangle=\sqrt{\tfrac13}\,|0,\uparrow\rangle-\sqrt{\tfrac23}\,|1,\downarrow\rangle ,
$$

the second state being orthogonal to the first. The orbital with projection 0 has kinetic energy $K_l$, and that with projection 1 has $K_t$. The light-hole kinetic energy is $(2K_l+K_t)/3$, that of the split-off state is $(K_l+2K_t)/3$, and the coupling is $\frac{\sqrt2}{3}(K_l-K_t)$.

**Matching to (1).** At small $k$ the split-off level is far away in comparison with the coupling, and the results must reduce to (2) and (3). Let $g$ stand for $g_2$ on [100] and for $g_3$ on [111]. The heavy hole requires $K_t=(g_1-2g)k^2/2$, and the light hole requires $(2K_l+K_t)/3=(g_1+2g)k^2/2$. Hence $K_l=(g_1+4g)k^2/2$ and $K_l-K_t=3gk^2$. On [100] this gives $A=(g_1+4g_2)/2$ and $B=(g_1-2g_2)/2$. On [111] it gives $C=3g_3$.

The light hole and the split-off state now form the matrix

$$
\begin{pmatrix}\frac12(g_1+2g)k^2&\sqrt2\,gk^2\\ \sqrt2\,gk^2&\Delta+\frac12g_1k^2\end{pmatrix},
$$

whose lower eigenvalue is

$$
E_l=\frac{g_1k^2}{2}+\frac{\Delta+gk^2}{2}-\sqrt{\frac{(\Delta-gk^2)^2}{4}+2g^2k^4}. \qquad (5)
$$

For $gk^2\ll\Delta$ the square root is $\frac12(\Delta-gk^2)+2g^2k^4/\Delta$ to leading order in the coupling, so

$$
E_l\approx\frac{(g_1+2g)k^2}{2}-\frac{2g^2k^4}{\Delta}.
$$

The light hole keeps its mass at the band top and becomes heavier away from it. In the opposite limit, $gk^2\gg\Delta$, the root tends to $\frac32gk^2$ and $E_l/k^2$ tends to $(g_1-2g)/2$, the heavy-hole value. That limit belongs to the model. In a crystal, terms beyond second order in $k$ may matter before it is reached.

**Numbers.** Take the round value $\Delta=0.04$ eV and $k=0.02$, and define the mass at finite $k$ by $m=k^2/(2E)$. All masses are in units of $m_e$.

| Hole and ray | Four-band | Six-band |
|---|---|---|
| heavy, [100] | 0.2772 | 0.2772 |
| heavy, [111] | 0.7179 | 0.7179 |
| light, [100] | 0.2015 | 0.2071 |
| light, [111] | 0.1393 | 0.2106 |
| heavy, [110] | 0.5690 | 0.7622 |

Within this model the two heavy-hole masses asked for are unchanged. In the crystal, terms beyond second order in $k$, which the model omits, can shift them by up to about one percent at this $k$. The light hole changes more along [111] because its coupling is proportional to $g_3$ there and to the smaller $g_2$ along [100].

Along [110] the heavy hole is not protected. The kinetic matrix has the three values

$$
\tfrac12(A+B+C)k^2,\qquad \tfrac12(A+B-C)k^2,\qquad Bk^2,
$$

for the orbitals along [110], along $[1\bar10]$ and along $z$. The two transverse values differ, so the projection on the ray is not conserved and the split-off states can mix in. Enlarging the set of states cannot raise the lowest eigenvalue. Here it lowers the hole energy, and the mass rises from 0.569 to 0.762. This figure depends on $\Delta$: with $\Delta=0.044$ eV, close to the measured splitting of silicon, it is 0.744.

This exceeds the [111] value, so the ordering in (e) does not survive at this $k$. The limit $\Delta\to0$ shows the same reversal. The lowest kinetic value along [110] then gives the inverse mass $A+B-C=g_1+g_2-3g_3$, which is smaller than the [111] value $g_1-2g_3$ by $g_3-g_2$. The statement that [111] has the largest heavy-hole mass therefore belongs to a narrow region near the band top. In the six-band model the [110] mass overtakes the [111] mass at $k\approx0.018$, where the heavy-hole energy is about $0.15\Delta$, or 6 meV. This is well below the thermal energy at room temperature, about 26 meV, so the four-band ordering should not be applied to room-temperature holes.

The values in (d), the scan in (e) and the table in (f) appear in the numerical output that follows.

## Numbers as computed

```
Luttinger parameters g1, g2, g3: 4.285, 0.339, 1.446 (no unit)
Allowed couplings, with time reversal: 3
Allowed couplings, without time reversal: 4
Direction [100]
  inverse heavy mass: 3.607 1/m_e
  inverse light mass: 4.963 1/m_e
  heavy mass, formula: 0.2772 m_e
  heavy mass, curvature: 0.2772 m_e
  heavy mass: 2.525e-31 kg
  rounding interval: 0.2771 to 0.2774 m_e
  light mass, four-band: 0.2015 m_e
  heavy energy at example k: 7.2140e-04 hartree
  heavy mass, six-band, example k: 0.2772 m_e
  light mass, six-band, example k: 0.2071 m_e
Direction [111]
  inverse heavy mass: 1.393 1/m_e
  inverse light mass: 7.177 1/m_e
  heavy mass, formula: 0.7179 m_e
  heavy mass, curvature: 0.7179 m_e
  heavy mass: 6.539e-31 kg
  rounding interval: 0.7171 to 0.7186 m_e
  light mass, four-band: 0.1393 m_e
  heavy energy at example k: 2.7860e-04 hartree
  heavy mass, six-band, example k: 0.7179 m_e
  light mass, six-band, example k: 0.2106 m_e
Example k: 0.02 1/bohr
Chosen spin-orbit splitting: 0.04 eV
Heavy mass ratio [111]/[100]: 2.589
Directions scanned: 4000
Smallest heavy mass in scan: 0.2773 m_e
Largest heavy mass in scan: 0.7175 m_e
Heavy mass [110], four-band: 0.5690 m_e
Heavy mass [110], six-band, example k: 0.7622 m_e
```
